# The Walton relation for small clusters in a dilute adatom gas

## I. Equilibrium between adatoms and small clusters

### Definitions and conventions

A crystal surface is represented by a square lattice of $M$ adsorption sites with periodic boundaries. Each site is empty or holds one adatom. Two adatoms on nearest-neighbour sites form a bond, which lowers the energy by $E_b>0$; there are no other interactions. The temperature is $T$, and $\beta=1/kT$.

A cluster is a connected set of adatoms: any two of its atoms are joined by a path of bonds, and every site adjacent to the set is empty. A single atom with four empty neighbours is a cluster of size one. The word adatom density below means the density of these isolated atoms.

A shape $m$ is a cluster up to translation. Rotated or reflected copies that differ after translation count as different shapes. Shape $m$ has $s_m$ atoms and $b_m$ bonds. Its binding energy is the energy needed to separate it into isolated adatoms,

$$E_m=b_mE_b\ge 0 .$$

Let $n_m$ be the mean number of clusters of shape $m$ per lattice site, and let

$$n_s=\sum_{m:\,s_m=s}n_m$$

be the mean number of clusters of size $s$ per site. This is a density of clusters. The fraction of sites covered by their atoms is $s\,n_s$, so a relation written for that fraction has an additional factor $s$ on its right-hand side.

The equilibrium considered here contains clusters of at most $i$ atoms. A configuration $X$ satisfying this limit, with $N(X)$ atoms and $B(X)$ bonds, has probability

$$P(X)=\frac{z^{N(X)}e^{\beta E_bB(X)}}{\Xi_i}, \tag{1}$$

where $\Xi_i$ is the sum of the numerators over all allowed configurations. The activity $z$ is set by exchange of atoms with the surrounding layer. The lattice is taken large enough that a cluster of $i$ atoms and its adjacent sites do not meet themselves around the periodic boundary.

Finally, define the total coverage and the shape sum,

$$\theta=\sum_{s=1}^{i}s\,n_s,\qquad
K_s=\sum_{m:\,s_m=s}e^{\beta E_m}. \tag{2}$$

There is one shape of size one, without bonds, so $K_1=1$.

### The theorem

**Theorem 1 (Walton relation with error bounds).** For every $s\le i$, and for $5\theta<1$,

$$1-(3s+2)\theta\;\le\;\frac{n_s}{K_s\,n_1^{\,s}}\;\le\;\frac{1}{(1-5\theta)^s}. \tag{3}$$

Hence $n_s\simeq K_sn_1^s$ when $s\theta\ll1$. If the shapes that matter at size $i$ number $C_i$ and share the binding energy $E_i$, this becomes

$$n_i\simeq C_i\,n_1^{\,i}\,e^{E_i/kT}. \tag{4}$$

The proof compares each configuration containing a given cluster with the configuration left when that cluster is removed.

**Lemma 1 (removal of a cluster).** Let $A_m$ be the set of sites occupied by a cluster of shape $m$ at a chosen position, together with all sites adjacent to it. Let $Q_m$ be the probability that $A_m$ is entirely empty. Then

$$n_m=z^{s_m}e^{\beta E_m}Q_m. \tag{5}$$

*Proof.* The cluster stands at the chosen position when its own sites are occupied and the remaining sites of $A_m$ are empty. Call such a configuration $X$. Removing the cluster gives a configuration $Y$ in which all of $A_m$ is empty.

No other cluster is changed by the removal, because no atom outside $A_m$ was bonded to the removed cluster. Thus $Y$ also obeys the size limit. Conversely, take any allowed $Y$ with $A_m$ empty and insert the cluster. The sites around the inserted atoms are empty, so they bond to nothing outside the cluster. No larger cluster is created, and the result is allowed. The two sets of configurations therefore correspond one to one.

For each pair,

$$N(X)=N(Y)+s_m,\qquad B(X)=B(Y)+b_m .$$

Equation (1) then gives $P(X)=z^{s_m}e^{\beta E_bb_m}P(Y)$. Summing over all $Y$ with $A_m$ empty gives the probability of finding shape $m$ at the chosen position:

$$\sum_XP(X)=z^{s_m}e^{\beta E_m}\sum_YP(Y)=z^{s_m}e^{\beta E_m}Q_m .$$

There are $M$ possible positions, all equally probable by translation symmetry. The mean number of such clusters is $M$ times this probability, and division by $M$ gives $n_m$. ∎

**Lemma 2 (free space).** If $|A_m|$ is the number of sites in $A_m$, then

$$1-|A_m|\theta\le Q_m\le1,\qquad |A_m|\le3s_m+2. \tag{6}$$

*Proof.* The probability that a given site is occupied is $\theta$, again by translation symmetry. The probability that at least one site of $A_m$ is occupied cannot exceed the sum of the single-site probabilities, $|A_m|\theta$. Subtracting from one gives the lower bound on $Q_m$. The upper bound holds because $Q_m$ is a probability.

For the number of sites, each of the $s_m$ atoms has four neighbouring sites, which makes $4s_m$ directed links. Each internal bond uses two of them. The other $4s_m-2b_m$ links point to adjacent empty sites, and each such site receives at least one link. A connected cluster has at least $s_m-1$ bonds. The number of adjacent empty sites is therefore at most

$$4s_m-2(s_m-1)=2s_m+2 .$$

Adding the $s_m$ occupied sites gives $3s_m+2$. ∎

*Proof of Theorem 1.* For a single atom, $s_m=1$, $E_m=0$ and $|A_1|=5$. Lemma 1 gives $n_1=zQ_1$, or $z=n_1/Q_1$. Lemma 2 gives $Q_1\ge1-5\theta>0$, so the division is permitted. Substitution in (5), followed by a sum over all shapes of size $s$, gives

$$n_s=n_1^s\sum_{m:\,s_m=s}e^{\beta E_m}\frac{Q_m}{Q_1^s}. \tag{7}$$

For the lower bound in (3), use $Q_1^s\le1$ and $Q_m\ge1-(3s+2)\theta$. When the latter number is negative, the lower bound is true because the densities are positive. For the upper bound, use $Q_m\le1$ and $Q_1^s\ge(1-5\theta)^s$. In each case the remaining sum is $K_s$. ∎

### Meaning of the three factors

The same law follows from a free energy in the dilute limit, which makes the factors visible. Let $\nu_s=Mn_s$ be the number of clusters of size $s$, all with energy $-E_s$ and $C_s$ shapes. If crowding is ignored, each has $C_sM$ placements, and the clusters are indistinguishable. Their number of arrangements is $(C_sM)^{\nu_s}/\nu_s!$. With $\ln\nu_s!\simeq\nu_s\ln\nu_s-\nu_s$, the free energy is

$$\mathcal F=\sum_s\left[-E_s\nu_s+kT\left(\nu_s\ln\frac{\nu_s}{C_sM}-\nu_s\right)\right].$$

The total number of atoms $\sum_s s\nu_s$ is fixed. Minimization with a multiplier $\mu$ sets $\partial\mathcal F/\partial\nu_s=s\mu$. The derivative of $\nu_s\ln[\nu_s/(C_sM)]-\nu_s$ is $\ln[\nu_s/(C_sM)]$, so

$$-E_s+kT\ln\frac{n_s}{C_s}=s\mu . \tag{8}$$

For $s=1$, with $E_1=0$ and $C_1=1$, this gives $\mu=kT\ln n_1$. Substitution in (8) and exponentiation return (4).

The power $n_1^i$ expresses the cost of bringing $i$ dilute atoms together. The exponential is the gain in energy from their bonds, and $C_i$ counts the ways of arranging the cluster at one position. At $E_b=0$ the exponential is one, and $K_i$ is the number of all connected shapes of size $i$. At fixed $n_1$ and temperature-independent $C_i$, a plot of $\ln n_i$ against $1/kT$ has slope $E_i$.

If $N_0$ is the number of sites per unit area, then $N_s=N_0n_s$ is an areal density. Equation (4) becomes

$$\frac{N_i}{N_0}=C_i\left(\frac{N_1}{N_0}\right)^i e^{E_i/kT}. \tag{9}$$

### Counting the shapes

A dimer can lie along either lattice direction, so $C_2=2$ and $E_2=E_b$. A trimer is straight in two ways or bent in four ways. All six have two bonds, so $C_3=6$ and $E_3=2E_b$.

For four atoms there are 18 open shapes with three bonds: two straight, eight L-shaped, four T-shaped and four zigzag. The square has four bonds and one orientation. With $g=e^{\beta E_b}$,

$$K_2=2g,\qquad K_3=6g^2,\qquad K_4=g^4+18g^3. \tag{10}$$

The square alone represents the tetramers when $18/g\ll1$. For five atoms, an atom can be attached to a square at any of its eight adjacent sites, giving eight shapes with five bonds. Enumeration by adding one atom at a time and discarding duplicates gives 55 further shapes with four bonds. Thus

$$K_5=8g^5+55g^4 .$$

### How crowding enters

At fixed temperature and small $z$, the probability that two sites in a finite region are occupied is of order $z^2$. Therefore $Q_m=1-|A_m|z+O(z^2)$, and $n_1=z+O(z^2)$. Equation (7) gives

$$\frac{n_s}{K_sn_1^s}=1+\left(5s-\bar a_s\right)n_1+O(n_1^2), \tag{11}$$

where $\bar a_s$ is the average of $|A_m|$ weighted by $e^{\beta E_m}$. The term $5s$ comes from the free space that defines $s$ isolated adatoms; $\bar a_s$ is the smaller space needed by the cluster.

For dimers $|A_m|=8$, so the coefficient is $10-8=2$. Straight and bent trimers have 11 and 10 sites, and their coefficient is $15-(2\cdot11+4\cdot10)/6=14/3$.

A lattice of 4 by 5 sites has $2^{20}$ configurations and permits a direct summation. The following values use $E_b=2kT$ and clusters of at most three atoms.

| $\theta$ | $n_2/(K_2n_1^2)$ | $n_3/(K_3n_1^3)$ |
|---|---:|---:|
| $1.3\times10^{-2}$ | 1.028 | 1.066 |
| $1.0\times10^{-3}$ | 1.0021 | 1.0050 |
| $1.0\times10^{-4}$ | 1.00020 | 1.00048 |

On this small lattice, a straight trimer along the four-site direction has both ends adjacent to the same empty site. Its region has 10 sites instead of 11. The removal argument still holds, and the trimer coefficient becomes $15-61/6=4.83$, which accounts for the last entry.

### Why larger clusters must be excluded

A filled periodic lattice has $M$ atoms and $2M$ bonds. Its weight relative to the empty lattice is

$$z^Me^{2M\beta E_b}=\left(zg^2\right)^M. \tag{12}$$

For $zg^2>1$ this grows exponentially with area. In the restricted dilute gas, differentiating $\ln\Xi_i$ gives $d\ln\Xi_i/d\ln z=M\theta$, so $\ln\Xi_i$ is of order $M\theta$. When $\ln(zg^2)\gg\theta$, the filled lattice outweighs that entire gas. Unrestricted equilibrium is then a condensed layer. Growth takes place under this supersaturation, and the Walton relation describes the small clusters before condensation, not the final equilibrium state.

### Internal vibrations

Suppose that the internal partition function of a configuration is a product over its clusters. Let $q_m$ be the factor for shape $m$, measured from its potential minimum, and $q_1$ that of an adatom. Inserting a cluster now multiplies the weight by $z^{s_m}q_me^{\beta E_m}$, while $n_1=zq_1Q_1$. The same elimination of $z$ gives

$$K_s=\sum_{m:\,s_m=s}\frac{q_m}{q_1^s}e^{\beta E_m}. \tag{13}$$

The binding energies are then differences of potential minima, because zero-point energies are included in the $q_m$. The purely configurational $C_i$ is justified when the ratio $q_i/q_1^i$ is close to one.

## II. Growth, the critical size and a worked case

### Symbols and results carried forward

The density $n_s$ counts clusters of $s$ atoms per site, and $n_1$ is the adatom density. The bond energy is $E_b$, with $\beta=1/kT$ and $g=e^{\beta E_b}$. The sum of $e^{\beta E_m}$ over shapes of size $s$ is $K_s$; in particular $K_1=1$, $K_2=2g$, $K_3=6g^2$, $K_4\simeq g^4$ and $K_5\simeq8g^5$ for large $g$. At small total coverage $\theta$, equilibrium gives $n_s=K_sn_1^s$, with the bounds (3).

During growth it is useful to retain the notation

$$e_s=K_sn_1^s \tag{14}$$

for every size. For clusters in equilibrium, $e_s$ is their density. For larger clusters it is a formal reference value, not a population present on the surface.

### Hopping leads to the equilibrium weights

**Lemma 3.** Let an adatom with $h$ bonds hop to a given empty neighbouring site at rate $\nu e^{-\beta(E_d+hE_b)}$, where $\nu$ is the attempt rate and $E_d$ the hop barrier of a free adatom. At fixed atom number, the weights $e^{\beta E_bB(X)}$ satisfy detailed balance.

*Proof.* Let the hop take $X$ to $X'$, and let $B_0$ be the number of bonds among all the other atoms. If the moving atom has $h$ bonds before and $h'$ after the hop, then $B(X)=B_0+h$ and $B(X')=B_0+h'$. The forward flow is

$$e^{\beta E_b(B_0+h)}\,\nu e^{-\beta(E_d+hE_b)}=\nu e^{-\beta E_d}e^{\beta E_bB_0}.$$

The reverse flow is obtained by replacing $h$ with $h'$, which cancels in the same way. The flows are equal. ∎

If moves that create clusters above the size limit are blocked together with their reverses, the remaining pairs still balance. When the remaining moves connect all allowed configurations, the stationary distribution is unique and has these weights. The barrier $E_d$ affects the time needed for equilibration but not the equilibrium densities.

### A chain of captures and dissociations

Now let clusters grow and shrink by one adatom at a time. Clusters of size $s$ capture adatoms at the rate $\sigma_sDn_1n_s$ per site. Here $D$ is the diffusion coefficient in sites per second, and $\sigma_s$ is a dimensionless capture number. For $s=1$, $\sigma_1Dn_1^2$ is the number of dimers formed per site and second.

Let $k_{s+1}$ be the rate at which one cluster of size $s+1$ loses an atom. In equilibrium the two flows between neighbouring sizes are equal:

$$\sigma_sDn_1e_s=k_{s+1}e_{s+1}.$$

Since $e_s/e_{s+1}=K_s/(K_{s+1}n_1)$,

$$k_{s+1}=\sigma_sD\frac{K_s}{K_{s+1}}. \tag{15}$$

This rate is assumed to remain the same during growth, which requires the shapes within each size to stay in equilibrium. A cluster must then rearrange faster than it loses an atom. The hop rule of Lemma 3 does not ensure this, because a singly bonded atom moves along an edge and leaves the cluster at the same rate.

**Theorem 2 (steady growth chain).** Hold $n_1$ fixed, and treat clusters that grow beyond size $S$ as lost from the chain. With $R_s=1/(\sigma_se_s)$, the steady state is

$$J=\frac{Dn_1}{\sum_{r=1}^{S}R_r},\qquad
\frac{n_s}{e_s}=\frac{\sum_{r=s}^{S}R_r}{\sum_{r=1}^{S}R_r}, \tag{16}$$

where $J$ is the net rate per site at which clusters pass through the chain.

*Proof.* Write $u_s=n_s/e_s$. The net flow from $s$ to $s+1$ is capture minus dissociation. Equation (15) gives

$$J=\sigma_sDn_1n_s-k_{s+1}n_{s+1}
=\sigma_sDn_1e_s(u_s-u_{s+1}).$$

In the second step, $k_{s+1}n_{s+1}=k_{s+1}e_{s+1}u_{s+1}=\sigma_sDn_1e_su_{s+1}$. The flow is the same at every step because no intermediate density changes. Thus

$$u_s-u_{s+1}=\frac{J}{Dn_1}R_s .$$

The boundary values are $u_1=1$ and $u_{S+1}=0$. Adding this equation from $s$ to $S$ cancels the intermediate values and leaves

$$u_s=\frac{J}{Dn_1}\sum_{r=s}^{S}R_r .$$

Setting $s=1$ gives $J$, and inserting that value gives $u_s$. ∎

The terms $R_s$ act like resistances in series. The critical size $i$ is the size with the largest resistance, or equivalently the smallest $\sigma_se_s$. From (16),

$$1-\frac{n_i}{e_i}=\frac{\sum_{r<i}R_r}{\sum_{r=1}^{S}R_r}. \tag{17}$$

Critical clusters therefore remain near equilibrium when the resistances below $i$ are small compared with $R_i$. If those above $i$ are small as well, the nucleation rate becomes

$$J\simeq\sigma_iDn_1e_i=\sigma_iDC_i\,n_1^{i+1}e^{E_i/kT}. \tag{18}$$

### Consequence for the island density

Let $N_x$ be the number of stable islands per site. Suppose that nothing evaporates, that islands capture nearly all deposited atoms, and that their capture number $\sigma_x$ is constant. For a flux $F$ in monolayers per second, the mean-field balance is $F=\sigma_xDn_1N_x$. Substitution for $n_1$ in (18) gives

$$\frac{dN_x}{dt}=\sigma_iDK_i\left(\frac{F}{\sigma_xDN_x}\right)^{i+1}.$$

Multiply by $N_x^{i+1}$ and integrate from a negligible initial density:

$$N_x^{i+2}=(i+2)\frac{\sigma_iK_i}{\sigma_x^{i+1}}
\left(\frac FD\right)^iFt. \tag{19}$$

The powers of $D$ combine as $D\,D^{-(i+1)}=D^{-i}$, and one factor $F$ has been joined to $t$ to form the deposited amount $Ft$. At fixed $Ft$, and with one dominant energy $E_i$,

$$N_x\propto\left(\frac FD\right)^{i/(i+2)}
\exp\left[\frac{E_i}{(i+2)kT}\right]. \tag{20}$$

The Walton relation thus supplies both the dependence on critical size and the binding energy in the island density. Equation (20) fails when coalescence removes islands, or when most atoms are not captured by islands.

### Worked case: silver on Ag(100)

The inputs are rough typical values: $E_b=0.30$ eV, $E_d=0.40$ eV, $\nu=3\times10^{12}$ s$^{-1}$ per direction and a site spacing of 0.29 nm. The surface is at 350 K, with $F=10^{-3}$ ML/s and $n_1=10^{-6}$ per site.

Here $kT=0.03016$ eV, so $\beta E_b=9.947$, $g=2.088\times10^4$ and $g^2=4.361\times10^8$. The Walton relation gives

$$n_2=2(10^{-6})^2(2.088\times10^4)=4.18\times10^{-8},$$

$$n_3=6(10^{-6})^3(4.361\times10^8)=2.62\times10^{-9}$$

per site. With $N_0=1.2\times10^{15}$ cm$^{-2}$, the trimer density is $3.1\times10^6$ cm$^{-2}$. The factor $zg^2$ in (12) is about 436, so the exclusion of large clusters is essential here.

For hops in four directions, the diffusion coefficient in squared site spacings per second is the hop rate per direction:

$$D=\nu e^{-E_d/kT}=5.22\times10^6\ \text{sites/s}.$$

Take the rough capture numbers $\sigma_s=2+s/2$. Equation (15) gives

$$k_2=\frac{\sigma_1D}{2g}=312\ \text{s}^{-1},\qquad
k_3=\frac{\sigma_2D}{3g}=250\ \text{s}^{-1}.$$

Dimers and trimers dissociate in a few milliseconds, a short time compared with the 100 s of deposition considered below. With its shapes in equilibrium, a tetramer loses an atom at $k_4=0.25$ s$^{-1}$ but captures one at $\sigma_4Dn_1=21$ s$^{-1}$. This $k_4$ assumes fast conversion between the open shapes and the square. Under the hop rule of Lemma 3 alone, all eight moves out of the square together occur at only $8D/g^2=0.096$ s$^{-1}$, so that assumption needs additional fast motion along edges and around corners.

The critical size follows from ratios of the formal densities:

$$\frac{e_3}{e_2}=3n_1g=0.063,\qquad
\frac{e_4}{e_3}\simeq\frac{n_1g^2}{6}=73,\qquad
\frac{e_5}{e_3}\simeq\frac43n_1^2g^3=12.$$

The pentamer must be considered because its added atom has one bond and is easily lost. Enumeration of all shapes up to eight atoms gives the resistances, in units of $10^6$ sites: 0.40, 7.98, 109.2, 1.31, 6.99, 0.06, 0.23 and 0.002. The largest is at three atoms, so $i=3$.

Their sum is 126.2. From (16), $n_3/e_3=0.934$: growth lowers the trimer density by 6.6 percent relative to the Walton value. Equation (18) gives

$$J\simeq3.5(5.216\times10^6)(10^{-6})(2.617\times10^{-9})
=4.8\times10^{-8}$$

per site and second. The complete chain gives $109.2/126.2=0.865$ of this, or $4.1\times10^{-8}$. The nucleation rate is reduced more than the trimer density because some clusters that pass size three later shrink back. Both rates rest on shape equilibrium. With only the hops of Lemma 3, most captures by a trimer give an open tetramer that falls apart again. Detailed balance with the square gives $\sigma Dn_1e_3=e_4(8D/g^2)P$, where $P$ is the probability that a detached atom escapes before the square re-forms. The capture number for reaching the square is thus $\sigma=8P/6\le4/3$. It is about 0.6 to 0.7 for escape distances of 8 to 30 sites, and the nucleation rate is then roughly five times smaller.

### Adatoms between islands

After 100 s the deposited amount is 0.10 ML. Assign each one-layer island a circular cell of radius $R$, and let the island have radius $r_0$, with $r_0^2/R^2=0.10$. Distances are measured in site spacings. In steady diffusion, with a perfectly absorbing island edge and no flow through the cell boundary,

$$\frac Dr\frac{d}{dr}\left(r\frac{dn_1}{dr}\right)+F=0,\qquad
n_1(r_0)=0,\quad n_1'(R)=0. \tag{21}$$

One integration gives $r\,n_1'=F(R^2-r^2)/(2D)$, where the condition at $R$ fixes the constant. Division by $r$ and integration from $r_0$ give

$$n_1(r)=\frac F{2D}\left[R^2\ln\frac r{r_0}-\frac{r^2-r_0^2}{2}\right]. \tag{22}$$

Let $p=r_0/R$. The area average of $\ln(r/r_0)$ over the free part of the cell is $-\ln p/(1-p^2)-1/2$, and that of $(r^2-r_0^2)/(2R^2)$ is $(1-p^2)/4$. Hence

$$\langle n_1\rangle=\frac{FR^2}{2D}
\left[-\frac{\ln p}{1-p^2}-\frac12-\frac{1-p^2}{4}\right].$$

The bracket is 0.554 for $p^2=0.10$. Taking the stated $10^{-6}$ as this mean gives $R=137$ sites, or 40 nm. The island density $1/(\pi R^2)$ is $1.7\times10^{-5}$ per site, or $2.0\times10^{10}$ cm$^{-2}$.

At the rate found above, 100 s of nucleation would produce $4.1\times10^{-6}$ clusters per site, 0.24 of this island density. Equation (19) gives $t\,(dN_x/dt)/N_x=1/(i+2)=0.20$. With a constant island capture number as assumed in (19), here $\sigma_x=F/(Dn_1N_x)\approx11$, the chosen adatom density is thus roughly compatible with the flux and deposition time. The comparison is loose. Averaging the rate over the profile (22) and the free area raises 0.24 to 0.32, and by (19) a factor of five in the rate changes $N_x$ by only $5^{1/5}=1.4$. In the cell model the capture number grows with the island radius. More islands then form early, and the adatom density at 100 s is lower, so the agreement found with a constant capture number need not carry over to the cell model.

Trimers depend on the local cube of $n_1$. Numerical integration of (22) gives $\langle n_1^3\rangle/\langle n_1\rangle^3=1.25$. Using the mean adatom density in the Walton relation therefore underestimates the mean trimer density by a factor of 1.25 in this cell model.

### What limits the prediction for a real surface

The square array of sites and the spacing suit Ag(100), but additive nearest-neighbour bonds are an approximation. The growth chain also neglects the migration of whole clusters, which on a real surface can let small clusters meet and merge. The energies and attempt rate are rough inputs, so the calculated densities are model values, not measurements. The following changes are trial sizes and are applied at fixed $n_1$ and $T$.

- In the area between islands, crowding by adatoms, dimers and trimers is negligible: $\theta=1.09\times10^{-6}$, and (3) limits the relative trimer correction to $1.6\times10^{-5}$.
- A bond stronger by 0.03 eV raises $n_3$ by $e^{0.06/0.03016}=7.3$.
- An attraction of 0.03 eV between diagonal neighbours affects the four bent trimers but not the two straight ones. It raises $n_3$ by $(2+4e^{0.03/0.03016})/6=2.1$, if diagonal attraction between separate clusters is neglected.
- For harmonic modes, $q=1/[2\sinh(hf/2kT)]$, where $h$ is Planck's constant and $f$ the frequency. With the adatom modes unchanged, raising all nine trimer modes from 3.0 to 3.3 THz multiplies $n_3$ by 0.42.

Of these trial changes, the one in the bond energy has the largest effect on $n_3$. A bond weaker by 0.03 eV lowers $e_5/e_3$ by $e^{-0.09/0.03016}=0.051$, from 12 to about 0.6. With the capture numbers used here, $\sigma_5e_5/(\sigma_3e_3)$ is then about 0.8, and three is no longer the critical size. The Walton relation can still describe the trimers, but (18) with $i=3$ no longer describes nucleation. A prediction of island density therefore needs the critical size to be found again whenever the bond energy, temperature or adatom density is changed.
